**Casimir–Polder energy of two ground-state molecules: tests and worked example**

The program tests $U(R)=-(\hbar/\pi R^6)\int_0^\infty du\,\alpha_A(iu)\alpha_B(iu)K(uR/c)$ with $K(x)=e^{-2x}(3+6x+5x^2+2x^3+x^4)$, where $R$ is the separation, $u$ the imaginary frequency, $c$ the speed of light and $\alpha_A,\alpha_B$ the polarizability volumes. It asserts that the kernel follows from the dipole field tensor, and that this tensor agrees with a direct sum over transverse plane waves. Diagonalization of two two-level molecules coupled to two field modes (five levels each), with the interaction energy divided by the fourth power of the coupling and extrapolated to zero coupling, gives $-0.625261$ in model units, against $-0.625264$ from the response integral. Damped integrals along the real frequency axis agree with their rotated forms to within $10^{-6}$, and their extrapolation to zero damping agrees with the kernel formula within the asserted 0.2 %. Further assertions cover the orientation average, London's $C_6$ from the normal modes of coupled oscillators, and the leading corrections at short and long distance. For the model pair, the output gives $C_6=57.69$ hartree bohr⁶ and a crossing of the two limiting laws at 652 bohr (34.5 nm). At every tabulated distance the energy is smaller in magnitude than either limiting law, and the local exponent lies between 6 and 7.

## Verification by program

```python
# Casimir-Polder energy of two ground-state molecules A and B (atomic units):
#   U(R) = -1/(pi R^6) * integral_0^inf du alpha_A(iu) alpha_B(iu) K(uR/c),
#   K(x) = exp(-2x) (3 + 6x + 5x^2 + 2x^3 + x^4).
# R: separation; u: imaginary frequency; c: speed of light;
# alpha: polarizability volume, a sum of lines a0*w^2/(w^2+u^2), where a0 is
# the static share of a line and w its transition frequency.
# Limits under test: -C6/R^6 (London) and -23 c alpha_A(0) alpha_B(0)/(4 pi R^7).
import cmath
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import spherical_jn
from scipy.spatial.transform import Rotation

c = 1.0 / constants.fine_structure
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9


def kernel(x):
    return np.exp(-2*x) * (3 + 6*x + 5*x**2 + 2*x**3 + x**4)


# --- Dipole field tensor by differentiation, and the kernel from its square
X, Y, Z = sp.symbols("X Y Z", real=True)
kap, dist, xs = sp.symbols("kappa R x", positive=True)
rad = sp.sqrt(X**2 + Y**2 + Z**2)
green = sp.exp(-kap*rad) / rad
hess = sp.hessian(green, (X, Y, Z))
tensor = (hess - sp.eye(3)*hess.trace()).subs({X: 0, Y: 0}).subs(Z, dist)
tensor = tensor.applyfunc(sp.simplify)
K_sym = sp.exp(-2*xs) * (3 + 6*xs + 5*xs**2 + 2*xs**3 + xs**4)
trace_sq = (tensor*tensor).trace().subs(kap, xs/dist)
assert sp.simplify(trace_sq*dist**6 - 2*K_sym) == 0
long_el = tensor[2, 2].subs(kap, xs/dist) * dist**3
tran_el = tensor[0, 0].subs(kap, xs/dist) * dist**3
assert sp.simplify(long_el - 2*(1 + xs)*sp.exp(-xs)) == 0
assert sp.simplify(tran_el + (1 + xs + xs**2)*sp.exp(-xs)) == 0
area = sp.integrate(sp.expand(K_sym), (xs, 0, sp.oo))
second = sp.integrate(sp.expand(xs**2*K_sym), (xs, 0, sp.oo))
assert area == sp.Rational(23, 4)
assert second/area == sp.Rational(129, 46)
slope = -2*xs*sp.exp(-2*xs)*(1 + 2*xs + xs**3)
assert sp.simplify(sp.diff(K_sym, xs) - slope) == 0
series = sp.series(K_sym, xs, 0, 4).removeO()
assert sp.expand(series - 3 + xs**2) == 0

# --- The same tensor from an explicit sum over transverse plane waves (R = 1).
# The Gaussian regulator equals 1 at the pole k = i*kappa, so it leaves only
# an exponentially small error at R much larger than eta.
kappa, eta_k, step = 1.5, 0.1, 0.05
k = step * np.arange(1, 1801)
radial = 2/np.pi * k**4/(k**2 + kappa**2) * np.exp(-eta_k**2*(k**2 + kappa**2))
j0, j1 = spherical_jn(0, k), spherical_jn(1, k)
mode_long = step*np.sum(radial * 2*j1/k)
mode_tran = step*np.sum(radial * (j0 - j1/k))
deriv_long = float(long_el.subs(xs, kappa))
deriv_tran = float(tran_el.subs(xs, kappa))
assert abs(mode_long - deriv_long) < 1e-6
assert abs(mode_tran - deriv_tran) < 1e-6

# --- Exact diagonalization: two two-level molecules and two field modes
mode_w = np.array([0.7, 1.1])
gA, gB = np.array([1.0, 0.6]), np.array([0.8, -0.5])
gapA, gapB = 0.9, 1.3
nlev = 5
low = np.diag(np.sqrt(np.arange(1, nlev)), 1)
ident, two = np.eye(nlev), np.eye(2)
flip, up = np.array([[0., 1.], [1., 0.]]), np.diag([0., 1.])


def product(a, b, m1, m2):
    return np.kron(np.kron(a, b), np.kron(m1, m2))


quad1 = product(two, two, low + low.T, ident)
quad2 = product(two, two, ident, low + low.T)
H0 = (gapA*product(up, two, ident, ident) + gapB*product(two, up, ident, ident)
      + mode_w[0]*product(two, two, low.T@low, ident)
      + mode_w[1]*product(two, two, ident, low.T@low))
VA = -product(flip, two, ident, ident) @ (gA[0]*quad1 + gA[1]*quad2)
VB = -product(two, flip, ident, ident) @ (gB[0]*quad1 + gB[1]*quad2)


def ground(a, b):
    return np.linalg.eigvalsh(H0 + a*VA + b*VB)[0]


def reduced_interaction(s):
    return (ground(s, s) - ground(s, 0) - ground(0, s) + ground(0, 0)) / s**4


diag_value = (4*reduced_interaction(0.02) - reduced_interaction(0.04)) / 3


def model_integrand(u):
    link = np.sum(gA*gB*2*mode_w/(mode_w**2 + u**2))
    return 2*gapA/(gapA**2 + u**2) * 2*gapB/(gapB**2 + u**2) * link**2


response_value = -quad(model_integrand, 0, np.inf)[0] / (2*np.pi)
assert abs(diag_value/response_value - 1) < 1e-3

# --- Rotation: damped real-frequency integral against the imaginary axis
# (units R = c = 1, both static polarizabilities 1)
wA, wB = 1.3, 1.0


def trace_real(w):
    return cmath.exp(2j*w) * (4*(1 - 1j*w)**2 + 2*(1 - 1j*w - w*w)**2)


def real_axis(eta):
    def damp(w):
        return np.exp(-eta*w)/(w + wA)

    def smooth(w):
        return -wB**2 * trace_real(w).imag * damp(w)/(w + wB)
    near = quad(smooth, 0, 2*wB, weight="cauchy", wvar=wB)[0]
    far = quad(lambda w: smooth(w)/(w - wB), 2*wB, 40/eta,
               limit=4000, epsabs=1e-9, epsrel=1e-10)[0]
    pole = np.pi*wB/2 * trace_real(wB).real * damp(wB)
    return -wA/(2*np.pi) * (near + far + pole)


def imaginary_axis(eta):
    def f(u):
        turned = (np.exp(-1j*eta*u)/(wA + 1j*u)).real
        return 2*kernel(u) * wB**2/(wB**2 + u**2) * turned
    return -wA/(2*np.pi) * quad(f, 0, 60, limit=400)[0]


etas = np.array([0.4, 0.2, 0.1, 0.05])
real_values = np.array([real_axis(e) for e in etas])
for e, value in zip(etas, real_values):
    assert abs(value - imaginary_axis(e)) < 1e-6
real_limit = np.polyfit(etas, real_values, 3)[-1]
kernel_value = -quad(lambda u: kernel(u)*wA**2/(wA**2 + u**2)
                     * wB**2/(wB**2 + u**2), 0, 60, limit=400)[0]/np.pi
assert abs(real_limit/kernel_value - 1) < 2e-3

# --- Average over independent orientations of anisotropic molecules
tensA = np.array([[3., .4, .1], [.4, 1., .2], [.1, .2, 2.]])
tensB = np.array([[1., .3, .5], [.3, 4., .1], [.5, .1, 2.]])
field = np.diag([deriv_tran, deriv_tran, deriv_long])
cosines, cos_w = np.polynomial.legendre.leggauss(3)
turns, turn_w = [], []
for first in 2*np.pi*np.arange(5)/5:
    for last in 2*np.pi*np.arange(5)/5:
        for cb, wt in zip(cosines, cos_w):
            turns.append([first, np.arccos(cb), last])
            turn_w.append(wt/50)
rot = Rotation.from_euler("ZYZ", np.array(turns)).as_matrix()
turn_w = np.array(turn_w)
setA = rot @ tensA @ rot.transpose(0, 2, 1) @ field
setB = rot @ tensB @ rot.transpose(0, 2, 1) @ field
pair_traces = np.einsum("aij,bji->ab", setA, setB)
average = turn_w @ pair_traces @ turn_w
isotropic = np.trace(tensA)/3 * np.trace(tensB)/3 * np.trace(field@field)
assert abs(average/isotropic - 1) < 1e-10

# --- Worked example: lines as (static share in bohr^3, frequency in hartree)
linesA = [(6.0, 0.4), (4.0, 0.8)]
linesB = [(15.0, 0.5)]
nodes, weights = np.polynomial.legendre.leggauss(400)
tt = (nodes + 1)/2


def alpha(lines, u):
    return sum(a*w**2/(w**2 + u**2) for a, w in lines)


def frequency_grid(R):
    scale = 1/(2 + R/c)
    return scale*tt/(1 - tt), scale*weights/2/(1 - tt)**2


def potential(R):
    u, du = frequency_grid(R)
    both = alpha(linesA, u)*alpha(linesB, u)
    return -np.sum(du*both*kernel(u*R/c))/(np.pi*R**6)


a0A, a0B = alpha(linesA, 0.0), alpha(linesB, 0.0)
C6 = 1.5*sum(a*b*w*v/(w + v) for a, w in linesA for b, v in linesB)
W4 = sum(a*b*w**2*v**2/(2*c**2*(w + v)) for a, w in linesA for b, v in linesB)
C7 = 23*c*a0A*a0B/(4*np.pi)
crossover = C7/C6
u, du = frequency_grid(0.0)
C6_integral = 3/np.pi*np.sum(du*alpha(linesA, u)*alpha(linesB, u))
assert abs(C6_integral/C6 - 1) < 1e-9


# C6 from zero-point energies of charged oscillators with static coupling
def zero_point(coupling):
    lines = linesA + linesB
    nA = len(linesA)
    mat = np.diag([w**2 for _, w in lines])
    for i, (a, w) in enumerate(linesA):
        for j, (b, v) in enumerate(linesB):
            mat[i, nA+j] = mat[nA+j, i] = -coupling*np.sqrt(a*b)*w*v
    return 0.5*np.sum(np.sqrt(np.linalg.eigvalsh(mat)))


Rs = 30.0
shift = (zero_point(2/Rs**3) + 2*zero_point(-1/Rs**3) - 3*zero_point(0.0))
C6_modes = -shift*Rs**6
assert abs(C6_modes/C6 - 1) < 1e-4

# Leading corrections, tested where the next terms are small
near_ratio = (potential(1.0) + C6)/W4
assert abs(near_ratio - 1) < 0.03
qA = sum(a/w**2 for a, w in linesA)/a0A
qB = sum(b/v**2 for b, v in linesB)/a0B


def far_correction(R):
    return -129/46*(c/R)**2*(qA + qB)


R_far = 3e4
far_actual = -potential(R_far)*R_far**7/C7 - 1
assert abs(far_actual/far_correction(R_far) - 1) < 0.03

print("speed of light c = %.6f a.u." % c)
print("kernel K(0) = %.4f, K(1) = %.4f, K(3) = %.4f"
      % tuple(kernel(np.array([0., 1., 3.]))))
print("integral of K over x =", area, "; of x^2 K =", second)
print("Field tensor times R^3 at x = %.1f:" % kappa)
print("  longitudinal: mode sum %.6f, derivative %.6f" % (mode_long, deriv_long))
print("  transverse: mode sum %.6f, derivative %.6f" % (mode_tran, deriv_tran))
print("Two-level molecules, two modes (energy/coupling^4, model units):")
print("  diagonalization %.6f, response integral %.6f"
      % (diag_value, response_value))
print("Rotation test (R = c = 1, wA = %.1f, wB = %.1f):" % (wA, wB))
for e, value in zip(etas, real_values):
    print("  eta %.2f: real axis %.6f, imaginary axis %.6f"
          % (e, value, imaginary_axis(e)))
print("  eta to 0: real axis %.6f, kernel formula %.6f"
      % (real_limit, kernel_value))
print("Example, static share (bohr^3) and frequency (hartree):")
print("  A:", linesA, " B:", linesB)
print("static polarizabilities A, B = %.1f, %.1f bohr^3" % (a0A, a0B))
print("C6 from line sum = %.5f hartree bohr^6" % C6)
print("C6 from oscillator normal modes = %.5f hartree bohr^6" % C6_modes)
print("near-zone correction W = %.5e hartree bohr^4" % W4)
print("far coefficient 23 c aA aB/(4 pi) = %.2f hartree bohr^7" % C7)
print("crossover of limiting laws = %.2f bohr = %.2f nm"
      % (crossover, crossover*bohr_nm))
print("c/w for w = 0.5 hartree: %.2f bohr" % (c/0.5))
print("mean inverse square frequency qA, qB = %.4f, %.4f hartree^-2" % (qA, qB))
print("far relative correction at %.0f bohr: actual %.4e, formula %.4e"
      % (R_far, far_actual, far_correction(R_far)))
print("R (bohr) | U (hartree) | U/London | U/far law | local exponent")
for R in [10., 100., 300., crossover, 1000., 3000., 10000.]:
    U = potential(R)
    h = 1e-3
    exponent = -np.log(potential(R*np.exp(h))/potential(R*np.exp(-h)))/(2*h)
    to_london, to_far = -U*R**6/C6, -U*R**7/C7
    assert 0 < to_london < 1 and 0 < to_far < 1
    assert 6 < exponent < 7
    print("%9.2f | %.5e | %.5f | %.5f | %.4f"
          % (R, U, to_london, to_far, exponent))
print("all tests passed")
```

Printed output:

```
speed of light c = 137.035999 a.u.
kernel K(0) = 3.0000, K(1) = 2.3007, K(3) = 0.4982
integral of K over x = 23/4 ; of x^2 K = 129/8
Field tensor times R^3 at x = 1.5:
  longitudinal: mode sum 1.115651, derivative 1.115651
  transverse: mode sum -1.059868, derivative -1.059868
Two-level molecules, two modes (energy/coupling^4, model units):
  diagonalization -0.625261, response integral -0.625264
Rotation test (R = c = 1, wA = 1.3, wB = 1.0):
  eta 0.40: real axis -0.582516, imaginary axis -0.582516
  eta 0.20: real axis -0.653655, imaginary axis -0.653655
  eta 0.10: real axis -0.686387, imaginary axis -0.686387
  eta 0.05: real axis -0.701704, imaginary axis -0.701704
  eta to 0: real axis -0.716195, kernel formula -0.716198
Example, static share (bohr^3) and frequency (hartree):
  A: [(6.0, 0.4), (4.0, 0.8)]  B: [(15.0, 0.5)]
static polarizabilities A, B = 10.0, 15.0 bohr^3
C6 from line sum = 57.69231 hartree bohr^6
C6 from oscillator normal modes = 57.69232 hartree bohr^6
near-zone correction W = 3.03123e-04 hartree bohr^4
far coefficient 23 c aA aB/(4 pi) = 37622.18 hartree bohr^7
crossover of limiting laws = 652.12 bohr = 34.51 nm
c/w for w = 0.5 hartree: 274.07 bohr
mean inverse square frequency qA, qB = 4.3750, 4.0000 hartree^-2
far relative correction at 30000 bohr: actual -4.8935e-04, formula -4.9005e-04
R (bohr) | U (hartree) | U/London | U/far law | local exponent
    10.00 | -5.76638e-05 | 0.99951 | 0.01533 | 6.0010
   100.00 | -5.57990e-11 | 0.96718 | 0.14831 | 6.0549
   300.00 | -6.64867e-14 | 0.84013 | 0.38649 | 6.2345
   652.12 | -4.79148e-16 | 0.63872 | 0.63872 | 6.4857
  1000.00 | -2.89484e-17 | 0.50177 | 0.76945 | 6.6422
  3000.00 | -1.64573e-20 | 0.20795 | 0.95667 | 6.9192
 10000.00 | -3.74583e-24 | 0.06493 | 0.99564 | 6.9914
all tests passed
```
